# Kubo-Greenwood conductivity from the spreading of energy-filtered random states: a program that tests the result

```python
# Result under test: the Kubo-Greenwood conductivity at Fermi energy E is
#   sigma = 2 e^2 n D,  D = (1/2) dM/dt at long times,
#   M(t) = Tr[delta(E-H) (X(t)-X)^2] / Tr[delta(E-H)],
# with n the density of states per spin and area, D the diffusivity.
# M is found by propagating energy-filtered random states.
# Rydberg units: hbar = 1, e^2 = 2, energy Ry, length a0, time hbar/Ry.
# GAMMA: hopping energy, A: lattice constant, width W of uniform site disorder,
# ETA: standard deviation of the Gaussian energy window, J = [X,H].
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.linalg import eigh_tridiagonal, expm
from scipy.special import jv
from numpy.polynomial.chebyshev import chebinterpolate

GAMMA, A = 0.1, 5.0
ETA = 0.2 * GAMMA
rng = np.random.default_rng(12345)


def lattice(lx, ly, width, periodic):
    """Hamiltonian, J = [X,H], and a bound on the norm of H."""
    def shift(length):
        s = sp.eye(length, k=-1, format="lil")
        if periodic:
            s[0, length - 1] = 1.0
        return s.tocsr()
    sx, one_y = shift(lx), sp.identity(ly, format="csr")
    ham = -GAMMA * sp.kron(sx + sx.T, one_y)
    bound = 2 * GAMMA + width / 2
    if ly > 1:
        sy = shift(ly)
        ham = ham - GAMMA * sp.kron(sp.identity(lx), sy + sy.T)
        bound += 2 * GAMMA
    site = width * (rng.random(lx * ly) - 0.5)
    ham = sp.csr_matrix(ham + sp.diags(site))
    comm = sp.csr_matrix(-GAMMA * A * sp.kron(sx - sx.T, one_y))
    return ham, comm, 1.01 * bound


def chebyshev_sum(twice_scaled, coeffs, vec):
    """Sum of coeffs[n] T_n(matrix) vec; twice_scaled = 2 * matrix."""
    prev, cur = vec, 0.5 * (twice_scaled @ vec)
    out = coeffs[0] * prev + coeffs[1] * cur
    for c in coeffs[2:]:
        new = twice_scaled @ cur
        new -= prev
        prev, cur = cur, new
        out += c * cur
    return out


def time_coefficients(z):
    order = np.arange(int(2 * z + 60))
    bessel = jv(order, z)
    last = np.nonzero(np.abs(bessel) > 1e-13)[0][-1]
    phase = np.array([1, -1j, -1, 1j])[order % 4]
    coeffs = 2 * phase * bessel
    coeffs[0] /= 2
    return coeffs[:last + 1]


def follow(ham, comm, bound, energy, start, times):
    """DOS per site, <v_x^2>, M(t), D(t) for the filtered start states."""
    n_site = ham.shape[0]
    degree = int(8 * bound / (np.sqrt(2) * ETA))
    filt = chebinterpolate(
        lambda x: np.exp(-(energy - bound * x)**2 / (4 * ETA**2)), degree)
    ham2 = (ham * (2 / bound)).astype(complex)
    psi = chebyshev_sum(ham2, filt, start.astype(complex))
    norm = np.sum(np.abs(psi)**2)
    dos = norm / np.sum(np.abs(start)**2) / (np.sqrt(2 * np.pi) * ETA)
    v2 = np.sum(np.abs(comm @ psi)**2) / norm
    block = sp.bmat([[ham, None], [comm, ham]], format="csr")
    block2 = (block * (2 / bound)).astype(complex)
    pair = np.vstack([psi, np.zeros_like(psi)])
    msd, diff, now = [], [], 0.0
    for t in times:
        pair = chebyshev_sum(block2, time_coefficients(bound * (t - now)), pair)
        now = t
        phi, chi = pair[:n_site], pair[n_site:]
        msd.append(np.sum(np.abs(chi)**2) / norm)
        diff.append(np.vdot(chi, comm @ phi).imag / norm)
    return dos, v2, np.array(msd), np.array(diff)


def random_phases(n_site, count):
    return np.exp(2j * np.pi * rng.random((n_site, count)))


# --- Algorithm against the direct definition, open chain, full trace ---
ham, comm, bound = lattice(60, 1, 2 * GAMMA, False)
dense = ham.toarray()
lam, vec = np.linalg.eigh(dense)
window = (vec * np.exp(-(lam + GAMMA)**2 / (2 * ETA**2))) @ vec.T
position = np.diag(A * np.arange(60))


def direct_msd(t):
    u = expm(-1j * dense * t)
    dx = u.conj().T @ position @ u - position
    return np.trace(window @ dx @ dx).real / np.trace(window)


t0, h = 15 / GAMMA, 0.01 / GAMMA
_, _, m, d = follow(ham, comm, bound, -GAMMA, np.eye(60), [t0])
err_def = abs(m[0] / direct_msd(t0) - 1)
slope = (direct_msd(t0 + h) - direct_msd(t0 - h)) / (4 * h)
assert err_def < 1e-8
# finite differences carry an error of order h^2
assert abs(d[0] - slope) < 1e-3 * np.sqrt(m[0]) * GAMMA * A

# --- Einstein relation against the Kubo-Greenwood double sum, on a torus ---
ham, comm, bound = lattice(12, 12, 2 * GAMMA, True)
broad, dt = 0.4 * GAMMA, 0.4 / GAMMA
times = dt * np.arange(1, 43)
_, _, _, d = follow(ham, comm, bound, -2 * GAMMA, np.eye(144), times)
d_einstein = dt * np.sum(broad**2 * times * np.exp(-(broad * times)**2 / 2) * d)
lam, vec = np.linalg.eigh(ham.toarray())
prob = np.exp(-(lam + 2 * GAMMA)**2 / (2 * ETA**2))
prob /= prob.sum()
v_sq = np.abs(vec.T @ (comm @ vec))**2
gap = lam[:, None] - lam[None, :]
delta = np.exp(-gap**2 / (2 * broad**2)) / (np.sqrt(2 * np.pi) * broad)
d_kubo = np.pi * np.sum(prob[:, None] * v_sq * delta)
assert abs(d_einstein / d_kubo - 1) < 1e-6

# --- Ballistic: clean square lattice against a wave-vector sum ---
SIDE, E2 = 200, -2 * GAMMA
k = 2 * np.pi * (np.arange(1000) + 0.5) / 1000
band = -2 * GAMMA * (np.cos(k)[:, None] + np.cos(k)[None, :])
weight = np.exp(-(E2 - band)**2 / (2 * ETA**2))
dos_k = weight.mean() / (np.sqrt(2 * np.pi) * ETA)
v2_k = np.sum(weight * (2 * GAMMA * A * np.sin(k)[:, None])**2) / weight.sum()
ham, comm, bound = lattice(SIDE, SIDE, 0.0, True)
t_ball = np.array([10.0, 20.0]) / GAMMA
dos_c, v2_c, m_ball, _ = follow(ham, comm, bound, E2,
                                random_phases(SIDE**2, 1), t_ball)
assert np.allclose(m_ball, v2_c * t_ball**2, rtol=1e-7)
# one random state samples a few thousand levels: noise of a few per cent
assert abs(dos_c / dos_k - 1) < 0.08 and abs(v2_c / v2_k - 1) < 0.08

# --- Diffusive: weakly disordered square lattice ---
W2 = 1.5 * GAMMA
t2 = np.array([2, 4, 8, 16, 24, 32, 40, 48, 56, 64, 72, 80]) / GAMMA
runs = []
for _ in range(3):
    ham, comm, bound = lattice(SIDE, SIDE, W2, True)
    runs.append(follow(ham, comm, bound, E2, random_phases(SIDE**2, 1), t2))
dos2 = np.mean([r[0] for r in runs])
v2_2 = np.mean([r[1] for r in runs])
m_runs = np.array([r[2] for r in runs])
m2, d2 = m_runs.mean(axis=0), np.mean([r[3] for r in runs], axis=0)
i1, i2, i3 = 5, 8, 11
d_runs = (m_runs[:, i3] - m_runs[:, i1]) / (2 * (t2[i3] - t2[i1]))
d_plateau = d_runs.mean()
d_error = d_runs.std(ddof=1) / np.sqrt(3)
d_first = (m2[i2] - m2[i1]) / (2 * (t2[i2] - t2[i1]))
d_second = (m2[i3] - m2[i2]) / (2 * (t2[i3] - t2[i2]))
tau2 = d_plateau / v2_2
mfp2 = tau2 * np.sqrt(2 * v2_2)
tau2_gold = 1 / (2 * np.pi * dos_k * W2**2 / 12)
mfp2_gold = tau2_gold * np.sqrt(2 * v2_k)
d_gold = v2_k * tau2_gold
x = t2 / tau2
drude = 2 * v2_2 * tau2**2 * (x - 1 + np.exp(-x))
drude_dev = np.max(np.abs(m2 / drude - 1))
alpha2 = 2 * t2 * d2 / m2
sigma = 2 * 2 * (dos2 / A**2) * d_plateau
sigma_si = sigma / 2 * constants.e**2 / constants.hbar
sigma_quanta = sigma / 2 * 2 * np.pi
# tolerances cover sampling noise and corrections beyond lowest order in W^2
assert abs(d_second / d_first - 1) < 0.15
assert abs(d_plateau / d_gold - 1) < 0.15
assert drude_dev < 0.12
assert alpha2[0] > 1.8

# --- Localized: disordered open chain ---
W1, E1, LENGTH = 2 * GAMMA, -0.8 * GAMMA, 2000
t1 = np.array([1, 2, 3, 4, 6, 8, 12, 16, 32, 64, 128, 256, 512,
               1000, 1125, 1250, 1375, 1500]) / GAMMA
ham, comm, bound = lattice(LENGTH, 1, W1, False)
_, _, m1, d1 = follow(ham, comm, bound, E1, random_phases(LENGTH, 8), t1)
m_late = m1[-5:].mean()
d_late = (m1[-1] - m1[-5]) / (2 * (t1[-1] - t1[-5]))
lam, vec = eigh_tridiagonal(ham.diagonal(), ham.diagonal(1))
prob = np.exp(-(lam - E1)**2 / (2 * ETA**2))
prob /= prob.sum()
dens, pos = vec**2, A * np.arange(LENGTH)
variance = prob @ (pos**2 @ dens - (pos @ dens)**2)
v1 = A * np.sqrt(4 * GAMMA**2 - E1**2)
dos1 = A / (np.pi * v1)
tau1 = 1 / (2 * np.pi * dos1 * W1**2 / 12)
mfp1 = v1 * tau1
# eight random states and a finite time leave an error of several per cent
assert abs(m_late / (2 * variance) - 1) < 0.2
assert abs(d_late) < 0.03 * d1.max()
assert d1.max() < 0.9 * v1 * mfp1

# Localization length from the growth of solutions of the chain equation
ratio, growth, burn, steps = np.ones(400), 0.0, 500, 5000
for step in range(burn + steps):
    site = W1 * (rng.random(400) - 0.5)
    ratio = (site - E1) / GAMMA - 1 / ratio
    if step >= burn:
        growth += np.log(np.abs(ratio)).mean()
loc_length = A * steps / growth
assert abs(loc_length / (4 * mfp1) - 1) < 0.1

print(f"hopping {GAMMA:.2f} Ry, lattice constant {A:.1f} a0")
print(f"energy window ETA {ETA:.3f} Ry")
print("SMALL-SYSTEM TESTS")
print(f"relative error of M against definition {err_def:.1e}")
print(f"D from averaged Einstein relation {d_einstein:.6f} a0^2 Ry/hbar")
print(f"D from Kubo-Greenwood double sum  {d_kubo:.6f} a0^2 Ry/hbar")
print(f"CLEAN SQUARE LATTICE, {SIDE} x {SIDE} sites, E = {E2:.2f} Ry")
print(f"DOS per site and spin: random state {dos_c:.3f}, k sum {dos_k:.3f} 1/Ry")
print(f"<v_x^2>: random state {v2_c:.4f}, k sum {v2_k:.4f} (a0 Ry/hbar)^2")
for t, m in zip(t_ball, m_ball):
    print(f"t {t:.0f} hbar/Ry: M {m:.1f} a0^2, M/t^2 {m / t**2:.4f}")
print(f"DISORDERED SQUARE LATTICE, W = {W2:.2f} Ry, 3 samples")
print("t (hbar/Ry), M (a0^2), D (a0^2 Ry/hbar), exponent dlnM/dlnt")
for i in (0, 1, 2, 3, 5, 8, 11):
    print(f"{t2[i]:5.0f} {m2[i]:9.1f} {d2[i]:7.2f} {alpha2[i]:6.2f}")
print(f"DOS per site and spin {dos2:.3f} 1/Ry")
print(f"<v_x^2> {v2_2:.4f} (a0 Ry/hbar)^2")
print(f"plateau window {t2[i1]:.0f} to {t2[i3]:.0f} hbar/Ry")
print(f"plateau D {d_plateau:.2f} +- {d_error:.2f} a0^2 Ry/hbar")
print(f"D in first, second half {d_first:.2f}, {d_second:.2f} a0^2 Ry/hbar")
print(f"golden-rule D {d_gold:.2f} a0^2 Ry/hbar")
print(f"tau: plateau {tau2:.1f}, golden rule {tau2_gold:.1f} hbar/Ry")
print(f"mean free path: plateau {mfp2:.1f}, golden rule {mfp2_gold:.1f} a0")
print(f"largest relative deviation of M from Drude form {drude_dev:.3f}")
print(f"sigma {sigma:.3f} Rydberg units (e^2 = 2, hbar = 1)")
print(f"sigma = {sigma_quanta:.2f} e^2/h = {sigma_si:.3e} S")
print(f"DISORDERED CHAIN, {LENGTH} sites, W = {W1:.2f} Ry, E = {E1:.2f} Ry")
print("t (hbar/Ry), M (a0^2), D (a0^2 Ry/hbar)")
for i in (0, 1, 3, 5, 7, 9, 11, 13, 17):
    print(f"{t1[i]:6.0f} {m1[i]:9.1f} {d1[i]:8.3f}")
print(f"late M, mean of last 5 times {m_late:.0f} a0^2")
print(f"twice eigenstate position variance {2 * variance:.0f} a0^2")
print(f"late slope (1/2)dM/dt {d_late:.4f} a0^2 Ry/hbar")
print(f"largest D {d1.max():.2f}, golden-rule D {v1 * mfp1:.2f} a0^2 Ry/hbar")
print(f"velocity {v1:.4f} a0 Ry/hbar, golden-rule tau {tau1:.1f} hbar/Ry")
print(f"golden-rule mean free path {mfp1:.1f} a0")
print(f"false path from largest D {d1.max() / v1:.1f} a0")
print(f"localization length {loc_length:.1f} a0, 4 x path {4 * mfp1:.1f} a0")
print("done: every assertion held")
```

Running it gives:

```
hopping 0.10 Ry, lattice constant 5.0 a0
energy window ETA 0.020 Ry
SMALL-SYSTEM TESTS
relative error of M against definition 7.9e-14
D from averaged Einstein relation 12.720393 a0^2 Ry/hbar
D from Kubo-Greenwood double sum  12.720393 a0^2 Ry/hbar
CLEAN SQUARE LATTICE, 200 x 200 sites, E = -0.20 Ry
DOS per site and spin: random state 1.080, k sum 1.095 1/Ry
<v_x^2>: random state 0.6218, k sum 0.6202 (a0 Ry/hbar)^2
t 100 hbar/Ry: M 6217.9 a0^2, M/t^2 0.6218
t 200 hbar/Ry: M 24871.8 a0^2, M/t^2 0.6218
DISORDERED SQUARE LATTICE, W = 0.15 Ry, 3 samples
t (hbar/Ry), M (a0^2), D (a0^2 Ry/hbar), exponent dlnM/dlnt
   20     232.4   11.12   1.91
   40     853.6   19.57   1.83
   80    2914.7   30.94   1.70
  160    8854.4   41.69   1.51
  320   23251.0   46.23   1.27
  560   45591.6   46.20   1.13
  800   67952.0   46.23   1.09
DOS per site and spin 1.097 1/Ry
<v_x^2> 0.6205 (a0 Ry/hbar)^2
plateau window 320 to 800 hbar/Ry
plateau D 46.56 +- 0.57 a0^2 Ry/hbar
D in first, second half 46.54, 46.58 a0^2 Ry/hbar
golden-rule D 48.07 a0^2 Ry/hbar
tau: plateau 75.0, golden rule 77.5 hbar/Ry
mean free path: plateau 83.6, golden rule 86.3 a0
largest relative deviation of M from Drude form 0.021
sigma 8.174 Rydberg units (e^2 = 2, hbar = 1)
sigma = 25.68 e^2/h = 9.948e-04 S
DISORDERED CHAIN, 2000 sites, W = 0.20 Ry, E = -0.08 Ry
t (hbar/Ry), M (a0^2), D (a0^2 Ry/hbar)
    10      71.6    6.887
    20     260.2   11.603
    40     833.3   16.283
    80    2249.0   17.983
   160    4817.3   14.576
   640   12808.3    4.203
  2560   16785.2    0.467
 10000   18535.3   -1.720
 15000   21318.4    0.045
late M, mean of last 5 times 19117 a0^2
twice eigenstate position variance 20900 a0^2
late slope (1/2)dM/dt 0.2783 a0^2 Ry/hbar
largest D 17.98, golden-rule D 23.10 a0^2 Ry/hbar
velocity 0.9165 a0 Ry/hbar, golden-rule tau 27.5 hbar/Ry
golden-rule mean free path 25.2 a0
false path from largest D 19.6 a0
localization length 97.2 a0, 4 x path 100.8 a0
done: every assertion held
```
